# Conservative Implicit Solver and Front Law for Deposition in Deep Holes

## What dimensions allow

A long narrow hole is open at one end to a gas of density \(n_0\). Molecules diffuse inward with diffusivity \(D\) and stick to the wall until it is full, which takes \(S\) molecules per unit volume of hole. Suppose first that the boundary between full and empty wall is sharp. Its depth \(X\) at time \(t\) can depend only on \(D,t,n_0,S\). Count molecules in a unit of their own; this is allowed because multiplying \(n_0\) and \(S\) by the same factor leaves the motion of the front unchanged. Then the only length that can be formed is \(\sqrt{Dt}\), and the only dimensionless ratio is \(\varepsilon=n_0/S\), so

\[
X=\sqrt{Dt}\;g(\varepsilon).
\]

If the gas in the hole is negligible beside the molecules on the wall, its profile is steady at each moment. Then \(D\) and \(n_0\) enter only through the supply flux, proportional to \(Dn_0/X\). This forces \(g^2\propto\varepsilon\), hence \(X^2=C\,Dn_0t/S\) with a pure number \(C\).

A finite sticking probability brings in another length, \(\ell\), over which the front is smeared. The square-root law can then hold only for \(X\gg\ell\). The tasks are to find \(C\), the correction due to \(\ell\), and a numerical scheme that loses no molecules.

## Transport and balances

The hole is a cylinder of constant diameter \(d\), much deeper than wide. Molecules collide with the wall rather than with each other, and leave it with a cosine distribution. Let \(\beta\) be the angle between a flight and the axis, and \(\alpha\) the angle between its projection on the cross-section and the inward normal. The cosine to the normal is \(\sin\beta\cos\alpha\), and the flight length is \(d\cos\alpha/\sin\beta\). With solid angle \(\sin\beta\,d\beta\,d\alpha\) and normalization \(1/\pi\), the mean flight length is

\[
\frac d\pi\int_{-\pi/2}^{\pi/2}\!\cos^2\alpha\,d\alpha\int_0^\pi\!\sin\beta\,d\beta
=\frac d\pi\,\frac\pi2\,2=d .
\]

The axial hop is \(z=d\cos\alpha\cos\beta/\sin\beta\), so

\[
\langle z^2\rangle=\frac{d^2}{\pi}\int_{-\pi/2}^{\pi/2}\!\cos^3\alpha\,d\alpha\int_0^\pi\!\cos^2\beta\,d\beta
=\frac{d^2}{\pi}\,\frac43\,\frac\pi2=\frac{2d^2}{3}.
\]

Molecules leaving a wall have speeds \(w\) weighted by \(w^3e^{-mw^2/2k_BT}\). The mean of \(1/w\) with this weight is \(1/v\), where \(v=\sqrt{8k_BT/\pi m}\) is the mean speed in the gas. A flight therefore lasts \(d/v\) on average. Successive hops are independent and symmetric, so

\[
D=\frac{\langle z^2\rangle}{2d/v}=\frac{dv}{3}.
\]

The wall receives \(nv/4\) molecules per area and time. It has \(K\) sites per area, a fraction \(\theta\) of them filled, and an arriving molecule sticks irreversibly with probability \(s_0(1-\theta)\). A cylinder has wall area \(4/d\) per volume, so \(S=4K/d\). With \(k=s_0v/(4K)\), the balances are

\[
n_t=Dn_{xx}-S\theta_t,\qquad \theta_t=k\,n(1-\theta).
\]

Measure length in \(\ell=\sqrt{D/(Sk)}\), density as \(\nu=n/n_0\), and time by the scaled exposure at the mouth, \(U=kn_0t\). Since \(Sk=s_0v/d\),

\[
\ell=\sqrt{\frac{dv/3}{s_0v/d}}=\frac{d}{\sqrt{3s_0}} .
\]

Put \(\xi=x/\ell\). Dividing the gas balance by \(Skn_0\) gives

\[
\varepsilon\nu_U+\theta_U=\nu_{\xi\xi},\qquad \theta_U=\nu(1-\theta).
\]

A diffusion description needs many wall collisions before capture, so \(\ell\gg d\) and \(s_0\ll1\). For \(s_0\) near one, \(\ell\) is shorter than the diameter and the computed front shape should not be trusted.

Now define the local exposure \(u=\int_0^U\nu\,dU'\). The second equation integrates to \(\theta=1-e^{-u}\) for an initially empty wall. Integrating the first over the pulse, with no gas at the start and the density just inside the mouth held at \(n_0\), gives

\[
\varepsilon\nu+\theta=u_{\xi\xi},\qquad u(0)=U. \tag{1}
\]

## Two cells by hand

Take a closed hole of length 2 (in units of \(\ell\)), cut into two cells of width \(h=1\), and neglect gas storage. Apply the whole pulse in one step. The distance from the mouth to the first centre is \(1/2\), and between centres it is 1. The molecules that pass a face during the pulse are the exposure difference divided by distance, so

\[
2(U-u_1)-(u_1-u_2)=\theta_1,\qquad u_1-u_2=\theta_2 .
\]

To obtain a case solvable on paper, prescribe the answer in the inner cell, \(u_2=\ln2\), and work outward. Then \(\theta_2=\tfrac12\), \(u_1=\ln2+\tfrac12\) and \(\theta_1=1-\tfrac12e^{-1/2}\). The first equation gives the pulse that produces this state:

\[
U=u_1+\tfrac12(\theta_1+\theta_2)=\ln2+\tfrac54-\tfrac14e^{-1/2}.
\]

Two accounts can be checked. The inflow is \(2(U-u_1)=\theta_1+\theta_2\), which is what lies on the wall. Weighting each cell by its centre, \(\tfrac12\) and \(\tfrac32\), gives

\[
\tfrac12\theta_1+\tfrac32\theta_2=\tfrac54-\tfrac14e^{-1/2}=U-u_2 .
\]

The second account fixes how deep the molecules lie, not merely how many there are. Both survive in the general scheme.

## One cell, and how molecules get lost

Usually \(U\) is given and the exposures are unknown. Take a single cell with \(h^2=2\) and \(U=2\ln2\). The inflow \(2(U-u)/h\) must equal \(h\theta\), so

\[
2\ln2-u=1-e^{-u}.
\]

A tempting shortcut freezes the coverage at its old value, zero, while computing the gas. The right side becomes \(u\), and \(u=\ln2\). Updating the wall with this exposure gives \(\theta=1-e^{-\ln2}=\tfrac12\). The gas has given up \(\ln2\) per unit length, but the wall has gained only \(\tfrac12\). The difference \(\ln2-\tfrac12>0\) has vanished.

The shortcut is the first Newton step from \(u=0\) for \(G(u)=u-2\ln2+1-e^{-u}\). At \(u=\ln2\), \(G=\tfrac12-\ln2\) and \(G'=1+\tfrac12\). The next step adds \(-G/G'=\tfrac23(\ln2-\tfrac12)\), a positive amount. Continuing to convergence restores the balance.

## The general scheme

Use \(N\) cells of width \(h\) with centres \(\xi_i=(i-\tfrac12)h\). The face fluxes are

\[
J_{1/2}=\frac{2(1-\nu_1)}h,\quad J_{i+1/2}=\frac{\nu_i-\nu_{i+1}}h,\quad J_{N+1/2}=0 .
\]

Let \(q_i=1-\theta_i\) be the free fraction before a step of size \(\Delta\). The new densities \(\nu_i\) solve \(G_i(\nu)=0\), where

\[
G_i=\varepsilon(\nu_i-\nu_i^{\rm old})+q_i(1-e^{-\Delta\nu_i})+\frac\Delta h\,(J_{i+1/2}-J_{i-1/2}). \tag{2}
\]

Then \(q_i\) is replaced by \(q_ie^{-\Delta\nu_i}\). The wall gains the same amount that (2) removes from the gas, and coverage stays between zero and one.

**Ledger.** Multiply (2) by \(h\) and sum over cells. Each inner flux appears twice with opposite signs, so the increase of \(h\sum_i(\varepsilon\nu_i+\theta_i)\) equals \(\Delta J_{1/2}\), the inflow.

**Moment.** Multiply by \(h\xi_i\) instead. Collecting the coefficient of each flux gives

\[
\sum_i\xi_i(J_{i-1/2}-J_{i+1/2})=\tfrac h2J_{1/2}+h\sum_{i=1}^{N-1}J_{i+1/2}
=(1-\nu_1)+(\nu_1-\nu_N).
\]

Summing over steps, with \(u_i=\sum\Delta\nu_i\),

\[
h\sum_i\xi_i(\varepsilon\nu_i+\theta_i)=U-u_N .
\]

This identity is exact for the scheme and has the same form as the continuous law, although the values of \(u_N\) and of the sum still carry mesh error. In the continuum, integrating \(\xi u_{\xi\xi}\) by parts over a closed hole gives \([\xi u_\xi]-[u]=U-u(\text{end})\), because \(u_\xi=0\) at the closed end. On a computer both accounts hold up to rounding and the Newton tolerance. They were also tested in a short closed hole after the front had reached its end.

## Why Newton's method succeeds

The Jacobian \(A=\partial G/\partial\nu\) is tridiagonal. Its off-diagonal entries are negative and its row sums are nonnegative, with a strictly positive sum in the mouth row. Since neighbouring cells are all coupled, \(A\) is a nonsingular M-matrix: no entry of \(A^{-1}\) is negative. Each \(G_i\) is concave, because its only nonlinear term is \(-q_ie^{-\Delta\nu_i}\). A concave function lies below its tangent,

\[
G(b)\le G(a)+A(a)(b-a). \tag{3}
\]

Start from \(\nu=0\). With no density present \(G(0)\le0\), so the first change \(-A^{-1}G\) is nonnegative. After any Newton step the right side of (3) is zero, so again \(G\le0\) and the next change is nonnegative: the iterates rise.

They are also bounded. At \(\nu=1\) in every cell all fluxes vanish, and \(G(1)\ge0\) provided \(\nu^{\rm old}\le1\). Putting \(b=1\) in (3) gives \(A(a)(1-a)\ge-G(a)\). Multiplication by \(A^{-1}\) shows that the distance to 1 is at least the Newton change, so no iterate exceeds 1.

A rising bounded sequence converges; its changes tend to zero, and therefore so does \(G\). The solution is unique, because the difference of two solutions is annihilated by a matrix of the same M-type, with mean slopes on the diagonal.

## The front law

Let \(\varepsilon\to0\) in a hole much deeper than the front. Equation (1) becomes \(u_{\xi\xi}=1-e^{-u}\). Multiply by \(u_\xi\) and integrate from the far interior, where \(u\) and \(u_\xi\) vanish:

\[
\tfrac12u_\xi^2=F(u),\qquad F(u)=u-1+e^{-u}. \tag{4}
\]

Define the filled length by \(X=\int\theta\,dx\). In units of \(\ell\) it is \(\int u_{\xi\xi}\,d\xi=-u_\xi(0)\), positive because \(u\) falls inward. Thus

\[
X^2=2\ell^2\left(U-1+e^{-U}\right). \tag{5}
\]

For \(U\gg1\) the leading term is \(2\ell^2U=2Dn_0t/S\), so \(C=2\). For \(U\ll1\), \(F\approx U^2/2\) and \(X\approx\ell U\): growth is linear in time, with a speed \(n_0\sqrt{Dk/S}\) set by diffusion and sticking together. This early regime also requires \(U\gg\varepsilon\), since gas needs a time \(\ell^2/D\), or \(\varepsilon\) in scaled exposure, to spread over \(\ell\).

Equation (4) does not contain \(U\). The coverage profile therefore moves inward without changing shape; the mouth merely uncovers more of it. The half-coverage point, where \(u=\ln2\), lies at

\[
\xi_{1/2}=\int_{\ln2}^{U}\frac{du}{\sqrt{2F(u)}} .
\]

Its distance from the filled length changes at the rate

\[
\frac{d}{dU}\left(\xi_{1/2}-\sqrt{2F(U)}\right)
=\frac{1-(1-e^{-U})}{\sqrt{2F(U)}}=\frac{e^{-U}}{\sqrt{2F(U)}},
\]

which is exponentially small at large \(U\). The offset tends to a constant, found by quadrature to be \(-0.161\,\ell\). The slope at half coverage is

\[
\left|\theta_x\right|=\frac{e^{-u}|u_\xi|}{\ell}=\frac{\sqrt{2(\ln2-\frac12)}}{2\ell}=\frac{0.311}{\ell}
=0.311\,\frac{\sqrt{3s_0}}{d}.
\]

Within this model the slope thus determines the sticking probability, while the leading front position does not depend on it.

Finally, \(\nu=\partial u/\partial U\) at fixed \(\xi\). For a rigid profile this is \(-u_\xi\,d\xi_{1/2}/dU\), so \(\nu=\sqrt{F(u)/F(U)}\). Behind the front this is nearly a straight line.

## When the gas itself must be stored

If \(\varepsilon\) is not small but the front is sharp, the gas obeys \(n_t=Dn_{xx}\) behind it and vanishes at \(X=2\lambda\sqrt{Dt}\). The solution with \(n=n_0\) at the mouth is

\[
\frac n{n_0}=1-\frac{\operatorname{erf}\!\left(x/2\sqrt{Dt}\right)}{\operatorname{erf}\lambda}.
\]

The flux reaching the front fills new wall, \(-Dn_x=S\,dX/dt\):

\[
\frac{n_0\sqrt{D/t}\;e^{-\lambda^2}}{\sqrt\pi\,\operatorname{erf}\lambda}=S\lambda\sqrt{\frac Dt}
\quad\Rightarrow\quad \sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\]

For small \(\lambda\) the left side is \(2\lambda^2(1+\lambda^2)(1-\lambda^2/3)\approx2\lambda^2(1+\tfrac23\lambda^2)\). Inverting, \(2\lambda^2\approx\varepsilon(1-\varepsilon/3)\), and

\[
X^2=4\lambda^2Dt\approx\frac{2Dn_0t}{S}\left(1-\frac\varepsilon3\right).
\]

At \(\varepsilon=0.5\), where storage matters, \(\lambda=0.4648\). Since \(Dt/\ell^2=U/\varepsilon\), the predicted growth of \(X^2\) per unit \(U\) is \(4\lambda^2/\varepsilon=1.728\,\ell^2\), against \(2\ell^2\) without storage. The solver also gives \(1.728\,\ell^2\).

## Errors of step and mesh

At \(\varepsilon=0\), summing (2) over all steps leaves the wall state determined by the final \(u_i\) and \(U\) alone. The number of steps drops out. In the test at \(U=50\), one step and 25 steps gave coverages equal to rounding; the single large step took 9 Newton iterations. With gas storage, the backward difference makes a first-order time error. At \(\varepsilon=0.1\), comparison with a separate stiff integration of the rate equations on the same mesh gave errors in \(X\) of \(2.42\times10^{-4}\,\ell\) and \(1.21\times10^{-4}\,\ell\) for 200 and 400 steps, a ratio of 2.00.

The mesh error follows from a Taylor expansion at \(\varepsilon=0\). To order \(h^2\), the cell equation is \(u''+\tfrac{h^2}{12}u''''=1-e^{-u}\). Multiplying by \(u'\) and integrating,

\[
\tfrac12u'^2+\tfrac{h^2}{12}\left(u'u'''-\tfrac12u''^2\right)=F(u).
\]

Near the mouth at large \(U\), \(\theta=1\) and the solution is \(u=B-a\xi+\xi^2/2\). Putting \(\xi=0\) gives \(a^2=2(B-1)+h^2/12\). The first cell requires

\[
\frac{u_2-u_1}{h}+\frac{2(U-u_1)}{h}=h .
\]

The first term is \(-a+h\), so the inflow \(2(U-u_1)/h\), which equals the numerical filled length \(X_h\) in units of \(\ell\), is \(a\). Comparing \(u_1=U-ah/2\) with \(u_1=B-ah/2+h^2/8\) gives \(B=U-h^2/8\). Therefore, in units of \(\ell^2\),

\[
X_h^2=2(U-1)-\frac{h^2}{4}+\frac{h^2}{12}=X^2-\frac{h^2}{6}.
\]

The measured coefficient was 0.16667 for \(h=0.4\), 0.2 and 0.1.

## A deep hole in numbers

Take round model parameters: \(d=100\) nm, depth 30 µm, molar mass 100 g/mol, 500 K, 100 Pa, \(K=4\ \mathrm{nm^{-2}}\), \(s_0=0.01\) and a pulse of 0.2 s. For a collision diameter of 0.6 nm the mean free path is 43 µm, far above \(d\), so molecular flow is justified to leading order. Gas collisions still change \(D\) by a relative amount of order \(d\) over the mean free path, about 0.2%, which corresponds to roughly 20 nm in \(X\) here; a carrier gas at higher pressure would make the change larger.

The mean speed is 325.4 m/s, and

\[
D=\frac{(10^{-7}\,\mathrm m)(325.4\,\mathrm{m/s})}{3}=1.085\times10^{-5}\ \mathrm{m^2/s}.
\]

The wall capacity is \(S=4(4\times10^{18})/10^{-7}=1.6\times10^{26}\ \mathrm{m^{-3}}\). With \(n_0=p/k_BT=1.449\times10^{22}\ \mathrm{m^{-3}}\), \(\varepsilon=9.05\times10^{-5}\). The reaction length is \(\ell=100/\sqrt{0.03}=577\) nm, nearly six diameters. The rate \(kn_0=2945.8\ \mathrm{s^{-1}}\) gives \(U=2945.8\times0.2=589.2\), and (5) yields

\[
X=0.57735\sqrt{2(589.154-1)}=19.802\ \text{µm}.
\]

Filled lengths in µm are:

| Time (s) | Solver | Equation (5) | \(\sqrt{2U}\,\ell\) |
|---|---|---|---|
| 0.05 | 9.8753 | 9.8755 | 9.9092 |
| 0.10 | 13.9897 | 13.9899 | 14.0137 |
| 0.20 | 19.8013 | 19.8016 | 19.8184 |

The bare square-root law is too large by 0.034 µm at first and 0.017 µm at the end, as expected from a fixed deficit \(2\ell^2\) in \(X^2\). The remaining 0.0003 µm at the end agrees with gas storage, which lowers \(X\) by the fraction \(\varepsilon/6\). The extra digits test the numerics; they do not claim such accuracy for a real hole. In the diffusion model the half-coverage point is 93 nm nearer the mouth than \(X\), and the slope there is 0.538 per µm. Rare long flights, which diffusion omits, carry some molecules beyond the front: with the full distribution of flights these values become about 130 nm and 0.53 per µm.

During the pulse 24,884,141 molecules enter. The wall holds 24,883,014 and the gas 1,128, with the last digit affected by rounding. The unrounded ledger closes to \(9\times10^{-8}\) molecule, using about four Newton iterations per step.

With the same 400 steps, the frozen-coverage shortcut admits 26,178,373 molecules and loses 1,654,402 of them, or 6.3% of those admitted. Yet its filled length, 19.51 µm, is only 1.4% short. A reasonable front position is therefore no evidence that the molecules balance.

These results take the density just inside the mouth to be the outside value \(n_0\). In molecular flow it is lower, because fewer molecules come out than go in. If the net inward flux is \(j\), the inward stream at the mouth is about \(nv/4+j/2\). Equating this to the \(n_0v/4\) arriving from outside gives \(n=n_0-2j/v\). The entrance thus acts like an extra length of hole, \(2D/v=2d/3\), or 67 nm, in this simple estimate. The estimate is low, because it applies the diffusion law right up to the mouth, where single flights matter; with the full distribution of flights the shortening of \(X\) in this example is about 1.5 to 1.7 diameters over the times in the table. It grows slowly, roughly logarithmically, with depth, so it is not a fixed extra length. Even the simple value is more than the 17 to 34 nm by which finite sticking corrects the square-root law in the table, so a comparison with a real hole of this size must include the entrance.

The results also assume a hole of constant diameter. As the deposited film narrows it over many cycles, \(d\), \(D\) and \(S\) must be updated. Equation (5) also ceases to apply once the front feels the closed end, whereas the ledger and the moment law continue to hold. The remaining checks are in the numerical output.

## Computed values

```
diameter 100 nm, depth 30 um
molar mass 100 g/mol, temperature 500 K
pressure 100 Pa, pulse 0.20 s
sites 4.0 nm^-2, sticking 0.010
collision diameter 0.6 nm
mean free path 43.2 um
mean chord / d 1.00000, mean hop^2 / d^2 0.66666
D/(d v) from rays 0.33333
mean speed v 325.37 m/s
gas density n0 1.4486e+22 m^-3
Knudsen diffusivity D 1.0846e-05 m^2/s
wall capacity S 1.6000e+26 m^-3
adsorption rate k n0 2945.77 s^-1
reaction length l 577.35 nm
storage ratio eps 9.0537e-05
final scaled exposure U 589.154
cells 600, cell width 50.0 nm
steps 400, time step 0.50 ms
time s | X solver | X formula | sqrt law | half point (um)
0.05 | 9.8753 | 9.8755 | 9.9092 | 9.7824
0.10 | 13.9897 | 13.9899 | 14.0137 | 13.8968
0.20 | 19.8013 | 19.8016 | 19.8184 | 19.7084
half point minus X -0.16084 l = -92.86 nm
half-coverage slope, theory 0.31076 per l
half-coverage slope, solver 0.31073 per l
half-coverage slope, solver 0.5382 per um
largest gas profile difference 5.7e-04 n0
molecules entered 24884141.2
molecules on wall 24883013.6
molecules in gas 1127.6
ledger defect 9.1e-08 molecules
relative moment defect 7.5e-15
Newton steps: mean 4.05, max 5
lagged scheme: entered 26178373.0 molecules
lagged scheme: lost 1654402.4 molecules
lagged scheme: lost 6.320 percent
lagged scheme: X 19.5147 um
eps=0, U=50: 1 vs 25 steps, coverage change 7.8e-16
eps=0, U=50: Newton steps for one big step 9
mesh coefficient (X^2-Xh^2)/h^2, h=0.4,0.2,0.1: 0.16667, 0.16667, 0.16667
stiff reference (eps=0.1, U=20): X 6.050993 l
errors with 200, 400 steps 2.42e-04, 1.21e-04 l; ratio 2.000
eps=0.5: dX^2/dU solver 1.7282 l^2
eps=0.5: dX^2/dU similarity 1.7282 l^2
eps=0.5: lambda 0.46479
eps=0.01: X^2 / square-root law 0.996682
closed hole (L=10 l, eps=0.3, U=80): entered 12.751496
closed hole: stored 12.751496, end coverage 1.000000
```
